# Tunnel ionization of hydrogen: static rate, cycle average and transverse spread

A simulation that keeps just the exponential of the weak-field tunnelling formula drops a prefactor of 100 for hydrogen at a field of 0.04 atomic units. In linearly polarized light with that peak field, one that applies the peak rate throughout the optical cycle ionizes about five times too fast. One that releases every electron without sideways momentum produces a beam with no intrinsic width. The three missing pieces follow from one outgoing wave:

$$\Gamma(F)=\frac4F e^{-2/(3F)},\qquad \langle\Gamma\rangle=\sqrt{\frac{3F}{\pi}}\,\Gamma(F),\qquad w(\mathbf p_\perp)=\frac{e^{-p_\perp^2/F}}{\pi F}.$$

These are leading results for weak fields. Atomic units are used until the example. The nucleus is fixed and relativity is neglected.

## 1. Separation in parabolic coordinates

For a static field $F>0$ take

$$H=-\tfrac12\nabla^2-\frac1r+Fz .$$

The field pushes the electron towards $z\to-\infty$. With outgoing waves there, the energy $E$ is complex. Since $|e^{-iEt}|^2=e^{2\,\mathrm{Im}E\,t}$, the decay rate is $\Gamma=-2\,\mathrm{Im}\,E$.

Define $\xi=r+z$ and $\eta=r-z$, so that $r=(\xi+\eta)/2$, $z=(\xi-\eta)/2$ and the distance from the axis is $\rho=\sqrt{\xi\eta}$. Escape means $\eta\to\infty$. Inserting these in $d\rho^2+dz^2+\rho^2d\phi^2$, the cross terms cancel and the scale factors are

$$h_\xi=\tfrac12\sqrt{\frac{\xi+\eta}{\xi}},\quad h_\eta=\tfrac12\sqrt{\frac{\xi+\eta}{\eta}},\quad h_\phi=\sqrt{\xi\eta}.$$

For a state without $\phi$ dependence they give

$$\nabla^2\psi=\frac4{\xi+\eta}\left[\partial_\xi(\xi\,\partial_\xi\psi)+\partial_\eta(\eta\,\partial_\eta\psi)\right].$$

Multiply $(H-E)\psi=0$ by $-(\xi+\eta)/2$:

$$\partial_\xi(\xi\,\partial_\xi\psi)+\partial_\eta(\eta\,\partial_\eta\psi)+\left[1+\frac E2(\xi+\eta)-\frac F4(\xi^2-\eta^2)\right]\psi=0 .$$

Set $\psi=f(\xi)g(\eta)$ and split the 1 into $Z_1+Z_2$:

$$(\xi f')'+\left(\frac{E\xi}2+Z_1-\frac{F\xi^2}4\right)f=0,$$
$$(\eta g')'+\left(\frac{E\eta}2+Z_2+\frac{F\eta^2}4\right)g=0.$$

The field confines the motion in $\xi$ and opens a barrier in $\eta$. At $F=0$, $f=e^{-\xi/2}$ gives $(\xi f')'=(\xi/4-1/2)f$, hence $E=-1/2$ and $Z_1=1/2$. The same holds for $\eta$, and the normalized ground state is $\psi_0=\pi^{-1/2}e^{-(\xi+\eta)/2}$.

## 2. How the field changes the bound state

The exponent $2/(3F)$ is large, so small changes of $E$ and $Z_2$ must be checked before they are dropped. Reversing $F$ is equivalent to reflecting $z$, so the perturbative energy is even in $F$ and its shift is $O(F^2)$.

For the separation constant, write $f=e^{-\xi/2}v$. To first order in $F$ the equation becomes

$$\xi v''+(1-\xi)v'+\left(Z_1-\tfrac12-\tfrac{F\xi^2}4\right)v=0 .$$

Put $v=1+F(a\xi+b\xi^2)$ and $Z_1=1/2+Fc$. The terms linear in $F$ are

$$(a+c)+(4b-a)\xi+\left(-2b-\tfrac14\right)\xi^2=0 .$$

Thus $b=-1/8$, $a=-1/2$, $c=1/2$, and

$$f=e^{-\xi/2}\left(1-\frac{F\xi}2-\frac{F\xi^2}8\right),\qquad Z_1=\frac12+\frac F2,\quad Z_2=\frac12-\frac F2 .$$

The inner function in $\eta$ follows by replacing $F$ with $-F$:

$$g\propto e^{-\eta/2}\left(1+\frac{F\eta}2+\frac{F\eta^2}8\right).$$

The unperturbed atom may therefore be used as long as $F\eta^2\ll1$. This is stricter than $F\eta\ll1$.

## 3. The barrier integral

Remove the first derivative with $g=\chi/\sqrt\eta$. Since $\eta g'=\sqrt\eta\,\chi'-\chi/(2\sqrt\eta)$, one more derivative gives $(\eta g')'=\sqrt\eta\,[\chi''+\chi/(4\eta^2)]$. With the leading values of $E$ and $Z_2$,

$$\chi''+p^2\chi=0,\qquad p^2=-\frac14+\frac1{2\eta}+\frac1{4\eta^2}+\frac{F\eta}4 .$$

Under the barrier $p^2<0$. Start at a matching point $\eta_0$ with

$$1\ll\eta_0\ll F^{-1/2},$$

where the free atom is still accurate and the semiclassical form already holds. Let $\eta_1\simeq1/F$ be the outer turning point and $K=\int_{\eta_0}^{\eta_1}|p|\,d\eta$. Treating $1/(2\eta)$ as small and dropping $1/(4\eta^2)$,

$$|p|\simeq\frac12\sqrt{1-F\eta}-\frac1{2\eta\sqrt{1-F\eta}},$$
$$2K\simeq\int_{\eta_0}^{1/F}\!\sqrt{1-F\eta}\,d\eta-\int_{\eta_0}^{1/F}\!\frac{d\eta}{\eta\sqrt{1-F\eta}} .$$

The expansion of $|p|$ fails close to the turning point, but that of the integral does not. There $1/(2\eta)$ is nearly a constant $\epsilon\simeq F/2$, and the integral of $\sqrt{(1-F\eta)/4-\epsilon}$ up to its zero is proportional to $[(1-F\eta)/4-\epsilon]^{3/2}/F$ at the lower end. This is smooth in $\epsilon$, with a second-order term of size $\epsilon^2/F=O(F)$.

The first integral is

$$\frac2{3F}(1-F\eta_0)^{3/2}=\frac2{3F}-\eta_0+\frac{F\eta_0^2}4+\dots$$

In the second, put $s=\sqrt{1-F\eta}$, so $d\eta=-2s\,ds/F$ and $\eta=(1-s^2)/F$:

$$\int_0^{s_0}\frac{2\,ds}{1-s^2}=\ln\frac{1+s_0}{1-s_0}\simeq\ln\frac4{F\eta_0},$$

because $s_0\simeq1-F\eta_0/2$. Therefore

$$2K=\frac2{3F}-\eta_0-\ln\frac4{F\eta_0}.$$

The logarithm comes from the term $Z_2/\eta$ in $p^2$ and produces the prefactor $1/F$. In $Z_2=1-Z_1=1/2$, the 1 is the Coulomb attraction, which thins the barrier, and $-Z_1=-1/2$ comes from the transverse motion. Without the attraction, $Z_2=-1/2$ would reverse the sign of the logarithm and make the prefactor proportional to $F$.

The leading errors at the matching point are $F\eta_0^2/4$, seen above, and $-1/\eta_0$. The latter arises because, where $F\eta$ is negligible, $2|p|=\sqrt{1-2/\eta-1/\eta^2}\simeq1-1/\eta-1/\eta^2$, and the last term integrates to $-1/\eta_0$. For $F=10^{-6}$ and $\eta_0=100$ they sum to $0.0025-0.0100=-0.0075$. Numerical integration with the full $p^2$ differs from the formula by $-0.00751$.

The shifts of Section 2 change $2|p|$ by $-(\delta E/2+\delta Z_2/\eta)/|p|$. Integrated over the barrier, the energy shift contributes $O(F^2)\times O(1/F)=O(F)$, and the shift of $Z_2$ adds $+F/\eta$ to $2|p|$, a contribution $O(F\ln(1/F))$. Both vanish as $F\to0$. The logarithm does not survive in the rate. The dropped terms of order $1/\eta^2$ in $2|p|$ are $-[(1-F\eta)^{-1/2}+(1-F\eta)^{-3/2}]/(2\eta^2)$, and their expansion contains $-F/\eta$, which cancels it. The first relative correction to the rate is therefore $O(F)$.

## 4. The outgoing wave and the rate

Let $\Phi=\sqrt\eta\,\psi$, which includes the $\xi$ dependence. At $\eta_0$,

$$|\Phi|^2=\frac{\eta_0}\pi e^{-\xi-\eta_0},\qquad |p|\simeq\tfrac12 .$$

Under the barrier the amplitude varies as $|p|^{-1/2}$ times a decaying exponential. Near $\eta_1$, $p^2$ is linear and the solutions are Airy functions of a variable $x$ that is positive under the barrier. With $\zeta=\frac23|x|^{3/2}$, the combination $\mathrm{Bi}+i\,\mathrm{Ai}$ behaves as

$$\frac{e^{\zeta}}{\sqrt\pi\,x^{1/4}}\ (x\gg1),\qquad \frac{e^{i(\zeta+\pi/4)}}{\sqrt\pi\,|x|^{1/4}}\ (x\ll-1).$$

The second form moves outwards, since $\zeta$ grows with $\eta$ there. The first grows from the turning point back towards the atom, as required. Apart from the exponential and the factor $|p|^{-1/2}$, the amplitudes are equal, so the connection factor is 1. Beyond the barrier,

$$|\Phi|^2=\frac{\eta_0}\pi e^{-\xi-\eta_0}\,\frac{1/2}p\,e^{-2K}.$$

Insert $e^{-2K}=e^{-2/(3F)}\,e^{\eta_0}\,4/(F\eta_0)$. The matching point cancels:

$$|\Phi|^2=\frac2{\pi Fp}\,e^{-\xi}e^{-2/(3F)} .$$

The current through a paraboloid of constant $\eta$ has normal component $\mathrm{Im}(\psi^*\partial_\eta\psi)/h_\eta$ and area element $h_\xi h_\phi\,d\xi\,d\phi$. Since $h_\xi h_\phi/h_\eta=\eta$,

$$d\Gamma=\eta\,\mathrm{Im}(\psi^*\partial_\eta\psi)\,d\xi\,d\phi=\mathrm{Im}(\Phi^*\partial_\eta\Phi)\,d\xi\,d\phi=p|\Phi|^2d\xi\,d\phi .$$

The real factor $\eta^{-1/2}$ contributes nothing to the imaginary part. The momentum $p$ cancels, as conservation of current requires. Integrating over $\phi$ gives $2\pi$, so

$$\frac{d\Gamma}{d\xi}=\frac4F e^{-2/(3F)}e^{-\xi},\qquad \Gamma=\frac4F e^{-2/(3F)} .$$

An independent reference comes from solving both separated equations by high-precision power series. The function $f$ is made to vanish far out on the real axis, and $g$ far out along $\eta=|\eta|e^{i\pi/3}$. On that ray the outgoing wave $\exp(i\sqrt F\,\eta^{3/2}/3)$ decays, so the condition selects it. The resulting width, divided by the formula, is 0.913, 0.831 and 0.674 at $F=0.01$, 0.02 and 0.04. Quadratic extrapolation to zero field gives 0.999. This supports both the exponent and the factor 4, and shows that the formula overestimates the rate at all three fields.

For a hydrogen-like ion of nuclear charge $Z$, put $\mathbf r=\mathbf r'/Z$. Then $H=Z^2[-\nabla'^2/2-1/r'+(F/Z^3)z']$. Rates scale as $Z^2$ and the field enters as $F/Z^3$:

$$\Gamma_Z=\frac{4Z^5}F\exp\left(-\frac{2Z^3}{3F}\right).$$

## 5. Average over the optical cycle

Let the field be linearly polarized, $F\cos\theta$ with $\theta=\omega t$, where $F$ is now the peak value. If it changes slowly during tunnelling, the static rate may be used at each instant. For hydrogen this requires $\gamma=\omega/F\ll1$, but that is not sufficient, because the exponent is large. At the peak of an oscillating field, the exponent in imaginary time $\tau$ is

$$\int_0^{\tau_0}\left[1-\frac{\sinh^2\omega\tau}{\gamma^2}\right]d\tau\simeq\frac2{3F}-\frac{\gamma^2}{15F},\qquad \sinh\omega\tau_0=\gamma .$$

The static rate therefore also needs $\gamma^2\ll15F$. Under these conditions the averaged rate gives the survival over whole half-cycles, even with strong depletion; the population within a half-cycle requires the instantaneous rate. The sign of the field does not matter for the spherical ground state, so half a cycle suffices:

$$\langle\Gamma\rangle=\frac1\pi\int_{-\pi/2}^{\pi/2}\frac4{F\cos\theta}\exp\left(-\frac2{3F\cos\theta}\right)d\theta .$$

Near the maximum, $1/\cos\theta\simeq1+\theta^2/2$. The exponential becomes $e^{-2/(3F)}e^{-\theta^2/(3F)}$, and the prefactor may be taken at the peak. The Gaussian integral is $\sqrt{3\pi F}$; division by $\pi$ gives

$$\langle\Gamma\rangle=\sqrt{\frac{3F}\pi}\,\Gamma(F).$$

The factor is the effective fraction of the cycle during which the atom ionizes. It shrinks in weak fields, where the rate is more sharply peaked.

The integral also has a closed form. Put $\sec\theta=\cosh t$ with $t$ and $\theta$ of equal sign. Then $\tan\theta=\sinh t$, and differentiation gives $\sec\theta\,d\theta=dt$. With $a=2/(3F)$,

$$\langle\Gamma\rangle=\frac4{\pi F}\int_{-\infty}^{\infty}e^{-a\cosh t}dt=\frac8{\pi F}K_0(a),$$

where $K_0$ is the modified Bessel function. Expanding $\cosh t=1+t^2/2+t^4/24+\dots$ and using the Gaussian mean $\langle t^4\rangle=3/a^2$ gives the relative correction $-a\langle t^4\rangle/24=-1/(8a)=-3F/16$. This correction concerns the averaging alone; it does not repair the static rate.

Code that follows the field in time should use $\Gamma(|F(t)|)$ without the cycle factor, and set the rate to zero at $F(t)=0$, its limiting value. Code that follows the pulse envelope should use the factor, provided the envelope changes little within a half-cycle. Using the factor together with the instantaneous rate counts the average twice. In a pulse of about one cycle the yield depends on the carrier phase, so the field itself must be followed. In a circularly polarized quasistatic field the magnitude is constant, so the factor is 1.

## 6. Transverse momentum

Far outside, the leading phase of the wave is

$$S(\eta)=\int_{1/F}^{\eta}\tfrac12\sqrt{F\eta'-1}\,d\eta'=\frac{(F\eta-1)^{3/2}}{3F}.$$

The Coulomb term in $p$ falls as $\eta^{-3/2}$ and does not affect the limit below. At fixed $z$, $\partial\eta/\partial\rho=\rho/r=2\sqrt{\xi\eta}/(\xi+\eta)$. The local transverse momentum is the phase gradient,

$$p_\perp=\frac{\partial S}{\partial\rho}=\sqrt{F\eta-1}\,\frac{\sqrt{\xi\eta}}{\xi+\eta}\longrightarrow\sqrt{F\xi}\qquad(\eta\to\infty).$$

Each value of $\xi$ thus labels one final transverse momentum. From $p_\perp^2=F\xi$, $d^2p_\perp=p_\perp dp_\perp d\phi=(F/2)\,d\xi\,d\phi$. The normalized flux becomes

$$e^{-\xi}\frac{d\xi\,d\phi}{2\pi}=\frac{e^{-p_\perp^2/F}}{\pi F}\,d^2p_\perp .$$

Hence $\langle p_\perp^2\rangle=F$, and each Cartesian component has standard deviation $\sqrt{F/2}$.

A Fourier transform confirms that the local gradient may be read as a momentum. On a distant plane near the axis, $\eta\simeq2|z|$ and the wave varies as $\exp[-(A-iB)\rho^2/2]$ with $A=1/\eta$ and $B=\sqrt{F\eta-1}/\eta$. Its transform has squared modulus $\exp[-k^2A/(A^2+B^2)]$. Since $A^2+B^2=F/\eta$, this is $e^{-k^2/F}$. A numerical transform without the near-axis approximation, at $F=0.04$ and $k=0.2$, gives a density relative to its peak of 0.36793, against 0.36788 from the Gaussian.

The narrowing at finite field follows from Section 2. To first order, $|f|^2=e^{-\xi}(1-F\xi-F\xi^2/4)$. With $\int_0^\infty\xi^ne^{-\xi}d\xi=n!$,

$$\langle\xi\rangle=\frac{1-2F-3F/2}{1-F-F/2}\simeq1-2F,\qquad \langle p_\perp^2\rangle\simeq F(1-2F).$$

The resonance gives $\langle\xi\rangle=0.981$ at $F=0.01$, against 0.980 from this expression.

The Gaussian also has an energetic reading. For large $\xi$, the dominant terms of the $\xi$ equation give a decay exponent for $|f|^2$ of

$$\int_0^\xi\sqrt{1+F\xi'}\,d\xi'=\frac2{3F}\left[(1+F\xi)^{3/2}-1\right].$$

Adding $2/(3F)$ and using $F\xi=p_\perp^2$ gives a total exponent $2(1+p_\perp^2)^{3/2}/(3F)$. Sideways motion acts as an increase of the binding energy from $1/2$ to $1/2+p_\perp^2/2$. Expansion gives $2/(3F)+p_\perp^2/F+p_\perp^4/(4F)$. The quartic term is the $-F\xi^2/4$ found above in $|f|^2$. It is small when $p_\perp^4\ll4F$, and beyond that range it makes the far wings fall faster than the Gaussian. The other first-order term, $-F\xi=-p_\perp^2$, is not contained in this exponent and is the larger of the two for $p_\perp^2<4F$.

To sample electrons in a slowly varying field, draw two independent normal components with variance $|F(t)|/2$ at the instant of ionization. In a linearly polarized field the laser exerts no transverse force in the dipole approximation. The sampled values are final momenta in the static problem, not starting values at the tunnel exit for a trajectory that includes the Coulomb force. That force acts on every departing electron, and it can change the momentum strongly if the electron returns to the ion. The static distribution does not describe a return.

## 7. Hydrogen at a peak field of 0.04

Take $F=0.04$ a.u., a peak intensity of $5.6\times10^{13}$ W/cm², and a wavelength of 4000 nm. The frequency is 0.01139 a.u., so $\gamma=0.01139/0.04=0.285$. The correction to the exponent from Section 5 is $\gamma^2/(15F)=0.135$, so at the peak the static exponential should be multiplied by about 1.14. The numbers below do not include this correction. On the axis, the leading estimate $\eta_1=1/F$ puts the tunnel exit at a distance $1/(2F)=12.5$ a.u. The outer zero of the full $p^2$ of Section 3 lies closer, at $\eta_1/2=11.4$ a.u.

The exponent is $2/(3\times0.04)=16.667$ and the prefactor is 100:

$$\Gamma=100\,e^{-16.667}=5.78\times10^{-6}\ \text{a.u.}=2.39\times10^{11}\ \text{s}^{-1}.$$

The static resonance rate is $1.61\times10^{11}$ s$^{-1}$. The formula is 48% too high relative to it. The matching condition reads $1\ll\eta_0\ll5$, which leaves little room. The neglected shifts also matter. The leading energy shift, $-9F^2/4$, thickens the barrier and by itself multiplies the rate by about $e^{-9F/2}=0.84$. The reference omits nuclear motion, relativity and the time dependence of the field.

The cycle factor is $\sqrt{3\times0.04/\pi}=0.1954$; direct quadrature of the formula gives 0.1940. The averaged formula rate and the probability for one period of 13.34 fs are

$$0.1954\times2.39\times10^{11}=4.67\times10^{10}\ \text{s}^{-1},$$
$$4.67\times10^{10}\times13.34\times10^{-15}=6.2\times10^{-4}.$$

Depletion within a cycle is negligible. The probability inherits the overestimate of the static formula, which is much larger than the averaging error. The neglected time dependence raises the true rate and so offsets part of this overestimate.

At the peak field, each transverse component has a spread $\sqrt{0.04/2}=0.141$ a.u. The rms transverse momentum is 0.200 a.u., against 0.193 a.u. from the resonance, and the leading mean transverse energy is $F/2=0.020$ a.u., or 0.54 eV. Over the cycle, the rate-weighted mean of $|\cos\theta|$ is about $1-3F/4$, which lowers the formula value of the rms momentum to 0.197 a.u. The spread is much less sensitive to the weak-field approximation than the rate.

The rate is also sensitive to the field calibration. From $d\ln\Gamma/d\ln F=2/(3F)-1=15.7$, a 1% error in the field changes the formula rate by about 16%. For quantitative static rates at this field, the resonance width should replace the leading formula. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
RESONANCE REFERENCE
F = 0.01 a.u.: formula rate = 4.45753e-27 a.u.
  resonance width = 4.07077e-27 a.u.
  width / formula = 0.91323 (no unit)
F = 0.02 a.u.: formula rate = 6.67648e-13 a.u.
  resonance width = 5.54590e-13 a.u.
  width / formula = 0.83066 (no unit)
F = 0.04 a.u.: formula rate = 5.77775e-06 a.u.
  resonance width = 3.89270e-06 a.u.
  width / formula = 0.67374 (no unit)
width / formula extrapolated to F=0 = 0.99855 (no unit)
(1 - width/formula)/F at F=0.01 = 8.677 a.u.
energy shift / F^2 at F=0.01 = -2.2556 a.u.
(Z1 - 1/2)/F at F=0.01 = 0.50033 a.u.
mean xi at F=0.01 = 0.98083 a.u.
(1 - mean xi)/F at F=0.01 = 1.9165 a.u.
STEP CHECKS
barrier test field = 1.0e-06 a.u.
barrier test matching eta = 100 a.u.
barrier integral minus formula = -0.00751 (no unit)
Airy connection factor = 0.99763 (no unit)
p = 0.1 a.u.: density/peak = 0.77884, Gaussian = 0.77880
p = 0.2 a.u.: density/peak = 0.36793, Gaussian = 0.36788
p = 0.3 a.u.: density/peak = 0.10540, Gaussian = 0.10540
WORKED EXAMPLE
peak field F = 0.04 a.u.
wavelength = 4000 nm
peak intensity = 5.6151e+13 W/cm^2
angular frequency = 0.01139 a.u.
Keldysh parameter omega/F = 0.2848 (no unit)
tunnel exit distance 1/(2F) = 12.50 a.u.
exponent 2/(3F) = 16.6667 (no unit)
prefactor 4/F = 100.0 a.u.
static formula rate = 5.7777e-06 a.u.
static formula rate = 2.3886e+11 1/s
static resonance rate = 1.6093e+11 1/s
formula / resonance rate = 1.4843 (no unit)
cycle factor sqrt(3F/pi) = 0.19544 (no unit)
cycle factor by quadrature = 0.19402 (no unit)
cycle-averaged formula rate = 1.1292e-06 a.u.
cycle-averaged formula rate = 4.6683e+10 1/s
optical period = 13.343 fs
ionization probability per cycle = 6.2287e-04 (no unit)
spread of one transverse component = 0.14142 a.u.
rms transverse momentum, formula = 0.20000 a.u.
rms from resonance = 0.19297 a.u.
mean transverse energy F/2 = 0.0200 a.u.
mean transverse energy F/2 = 0.5442 eV
```
